Predictor-Corrector Schrödinger-Poisson Iteration as a Local Response Preconditioner

**One thin sheet of electrons**

Put a thin electron layer midway between two parallel planes a distance L apart, in a medium of dielectric constant ε. Contacts fix the chemical potential μ, so electrons enter or leave freely. Let V be the Hartree potential energy of an electron at the layer, with V = 0 on the planes. The layer is so thin that V shifts its single level rigidly, E = E₀ + V, without changing the wave function.

A sheet density N makes the slope of V jump by −(4πe²/ε)N. By symmetry the slopes on the two sides are +2V/L and −2V/L, a jump of −4V/L. Hence N = CV with

C = 4κ/L,  κ = ε/(4πe²).

Here e² means the squared charge divided by 4πε₀. Fixed donors contribute a constant −σ, and self-consistency reads

CV = N(E₀ + V) − σ.

The naive iteration computes N from the old potential and solves for the new one. A small error δV then becomes N′(E₀ + V)δV/C. In a filled two-dimensional subband N′ = −g, where g is the subband density of states, derived below. For an effective mass of 0.07 electron masses, ε = 13 and L = 100 nm, g = 2.92 × 10⁻⁴ and κ = 7.18 × 10⁻⁴, both per meV, with further units nm⁻² and nm⁻¹. The error factor is

−g/C = −gL/(4κ) = −0.02924/0.002874 ≈ −10.2.

While the error is small, every cycle reverses it and multiplies it by about ten. The cause is visible: a potential that is too low draws in too many electrons, and the Poisson equation answers with a potential far too high. It does not know that electrons would leave as V rises.

The cure is to tell it. With E_old = E₀ + V_old known, solve

CV = N(E_old + V − V_old) − σ

for V. Since E_old − V_old = E₀, this is the self-consistency condition itself, and one cycle suffices. The predictor-corrector scheme of Trellakis carries this idea over to a potential that varies across the wave functions.

**The full problem and the predictor**

Let the electrons move freely parallel to the layers with the same mass m everywhere, and let ψ_k(z), real and normalized, be the subband states with energies E_k. They obey the one-dimensional Schrödinger equation with potential U(z) + V(z), where U is the band edge. Exchange and correlation are left out.

With two spins, the parallel states per area in dk number 2 · 2πk dk/(2π)² = k dk/π. Since the parallel energy is η = ħ²k²/(2m), k dk = m dη/ħ², and the density of states is constant:

g = m/(πħ²).

With the Fermi function f(E) = 1/(1 + exp[(E − μ)/kT]), the sheet density of a subband is

N(E) = g ∫₀^∞ f(E + η) dη = g kT ln(1 + exp[(μ − E)/kT]),

N′(E) = −g f(E).

Thus N decreases with E, and it is convex because f decreases. Writing N_k = N(E_k), the density and the Poisson equation are

n[V](z) = Σ_k N_k ψ_k(z)²,

KV = n[V] − N_D,  K = −κ d²/dz²,

where N_D is the donor density. With V = 0 at both planes, integration by parts gives ⟨u,Ku⟩ = κ∫(u′)² dz > 0 for any nonzero u that vanishes there; ⟨u,v⟩ denotes ∫uv dz.

One cycle has two parts.

1. Corrector: solve the Schrödinger equation in V_old for all E_k and ψ_k.
2. Predictor: keep these fixed and solve, for V,

KV = ñ(V) − N_D,  ñ(V)(z) = Σ_k N(E_k + V(z) − V_old(z)) ψ_k(z)².

The new V becomes V_old, and the cycle repeats until V stops changing. At that point ñ = n[V], so the predictor's approximation affects the path and not the solution.

**Which response the predictor assumes**

Differentiate ñ at V = V_old. The density at z depends on V at z alone, so

δñ(z) = −D(z) δV(z),  D(z) = Σ_k g f(E_k) ψ_k(z)².

The implied model of the independent-electron response χ₀ is therefore −D(z)δ(z − z′). Raising μ at fixed V changes N_k by g f(E_k)δμ, so D is also the local compressibility ∂n/∂μ.

For the true response, write u = δV and u_jk = ∫ψ_j u ψ_k dz. First-order perturbation theory gives δE_k = u_kk and δψ_k = Σ_{j≠k} ψ_j u_jk/(E_k − E_j). The parallel energies do not change, since the mass is uniform. Hence

δn = Σ_k N′(E_k) u_kk ψ_k² + 2 Σ_{k, j≠k} N_k u_jk ψ_jψ_k/(E_k − E_j).

In the second sum, take half of it as it stands and half with j and k exchanged. The factors combine into (N_k − N_j)/(E_k − E_j). With X = −χ₀ this gives

Xu = −δn = Σ_jk w_jk u_jk ψ_jψ_k,

w_jk = −(N_j − N_k)/(E_j − E_k),  w_kk = g f(E_k).

Set u = 1. Orthogonality leaves u_jk = δ_jk, so X1 = D, or ∫X(z,z′)dz′ = D(z). The local model collects the whole response at z into one point and is exact for a uniform shift, which explains the thin sheet.

**How wrong the model can be**

Multiply Xu by u and integrate:

⟨u,Xu⟩ = Σ_jk w_jk u_jk².

For the model, completeness of the ψ_k gives ∫ψ_j²u² dz = Σ_k u_jk². After averaging over the exchange of j and k,

⟨u,Du⟩ = Σ_j w_jj Σ_k u_jk² = Σ_jk ½(w_jj + w_kk) u_jk².

The two forms differ in their weights. Because N′ = −g f,

w_jk = [1/(E_j − E_k)] ∫ g f(E) dE, integrated from E_k to E_j,

is the mean of g f between the two levels. The model replaces it by the average of the end values, the trapezoid rule.

Since f is positive and decreasing, its mean is positive and no larger than its value at the lower level, which is less than f(E_j) + f(E_k). That sum is twice the trapezoid value. Term by term,

0 ≤ ⟨u,Xu⟩ ≤ 2⟨u,Du⟩.

More can be said when every level lies above μ. Then f″ = f(1 − f)(1 − 2f)/(kT)² is nonnegative over the whole range, the trapezoid value of a convex function is not below its mean, and X ≤ D. The model then never underestimates the response. With levels below μ, where f is concave, it can.

**Why the iteration converges near the solution**

Take kT > 0 and a small error δV_old about a self-consistent V. The predictor density depends on both potentials. Its derivative with respect to the new one is −D. If both change together, ñ is the true density and the derivative is −X. The derivative with respect to the old potential is therefore D − X, and

K δV_new = −D δV_new + (D − X) δV_old,

δV_new = M δV_old,  M = (K + D)⁻¹(D − X) = 1 − (K + D)⁻¹(K + X).

The last form identifies the preconditioner. The exact Newton correction would apply (K + X)⁻¹ to the residual; the scheme replaces the nonlocal X by the local screening term D.

An eigenvector of M satisfies (D − X)u = λ(K + D)u. Both operators are symmetric and K + D is positive, so λ is real. Taking the product with u gives

1 − λ = ⟨u,(K + X)u⟩ / ⟨u,(K + D)u⟩.

The numerator is positive. It is also at most ⟨u,(K + 2D)u⟩, which is less than 2⟨u,(K + D)u⟩ because K > 0. Hence

−1 < λ < 1.

On a finite grid with all grid eigenstates kept, so that completeness holds, this makes every self-consistent solution locally attracting without damping. If X ≤ D, then also λ ≥ 0, and the amplitude of each eigenvector of M decays without alternating in sign. The error at a single grid point is a sum of such modes with different rates and can still change sign. The argument does not prove convergence from a distant start.

For comparison, the naive cycle solves KV_new = n[V_old] − N_D and has the error matrix −K⁻¹X. Let s be the largest eigenvalue of K⁻¹X. When s > 1 small errors grow, and the naive cycle is driven away from the solution. Mixing in a fraction α of its output multiplies a mode with eigenvalue x by 1 − α(1 + x), so stability needs

α < 2/(1 + s).

If x fills the range from 0 to s, the best choice makes the end factors 1 − α and 1 − α(1 + s) opposite. This gives α = 2/(2 + s) and the error factor s/(2 + s), close to 1 when s is large.

**Where the local model fails harmlessly**

Let u = sin(qz) with q large. Acting on an occupied state k, it leads to states about ħ²q²/(2m) higher, which are almost empty. Thus w_jk ≈ N_k/(ħ²q²/2m). Each pair occurs twice in the double sum, and completeness gives

⟨u,Xu⟩ ≈ 2 Σ_k N_k ∫ψ_k²u² dz/(ħ²q²/2m) = [4m/(ħ²q²)] ∫n u² dz.

The true response falls as 1/q², while ⟨u,Du⟩ does not fall. But ⟨u,Ku⟩ grows as q², so the ratio of ⟨u,(D − X)u⟩ to ⟨u,(K + D)u⟩ still tends to zero. At long wavelength K is small, and there the local model is good if u varies little across the electrons. When the electrons are confined to a layer across which the long waves vary little, the model is therefore accurate for those long waves, where K is smallest and the naive iteration is most unstable. An unstable mode that varies more across the electrons is described less well.

**Solving the predictor equation**

On a grid of spacing h, K is the tridiagonal matrix with 2κ/h² on the diagonal and −κ/h² beside it. The residual

F(V) = KV − ñ(V) + N_D

has the derivative F′ = K + D̃(V), where D̃ = Σ_k g f(E_k + V − V_old)ψ_k² is diagonal and nonnegative. F is the gradient of a strictly convex function: K is positive and −ñ increases with V. This function grows without limit in every direction, since the quadratic part does and the integral of −ñ is bounded below. There is one solution V_s.

Newton's method needs no damping here. Split F′ = A − B into its diagonal A and a nonnegative remainder B. For K alone, the eigenvalues of A⁻¹B are cosines of magnitude below 1, and D̃ can only reduce the entries of A⁻¹B. The series F′⁻¹ = Σ_p (A⁻¹B)^p A⁻¹ therefore converges, and all entries of F′⁻¹ are nonnegative.

Convexity of N makes each component of F concave, so F lies below its tangent. If V₁ follows from V₀ by a Newton step,

F(V₁) ≤ F(V₀) + F′(V₀)(V₁ − V₀) = 0.

The next step, −F′(V₁)⁻¹F(V₁), is then nonnegative at every grid point. Concavity at V₁ also gives

0 = F(V_s) ≤ F(V₁) + F′(V₁)(V_s − V₁),

and multiplying by F′(V₁)⁻¹ yields V_s ≥ V₂. From V₁ on, the iterates rise and stay below V_s, so they converge. Their steps tend to zero, and since F′ is bounded, F does too; the limit is V_s.

One may stop after a single Newton step from V_old:

V_new = V_old + (K + D)⁻¹(n[V_old] − N_D − KV_old).

At the solution the bracket vanishes, so varying D contributes nothing to first order. The error matrix is again M. The full predictor solve can change the early cycles but not the final rate.

**A doped quantum well**

Take the mass, ε and L of the opening. The band edge U is zero for 40 < z < 80 nm and 200 meV elsewhere, wave functions vanish at the planes, and μ = 0. Donors of density 10⁻³ nm⁻³ fill 20 < z < 30 nm. These are model parameters. The Schrödinger equation is discretized by three-point differences with h = 0.5 nm and diagonalized; every run starts from V = 0. Halving h at 77 K moves the lowest level by 0.007 meV.

At 77 K, kT = 6.635 meV and the lowest level lies at −13.88 meV. Its density is

N₁ = (2.924 × 10⁻⁴)(6.635) ln(1 + e^(13.88/6.635)) = (1.940 × 10⁻³)(2.209) ≈ 4.285 × 10⁻³ nm⁻².

The next two levels, at 4.85 and 16.94 meV, hold 0.76 × 10⁻³ and 0.15 × 10⁻³ nm⁻². The total is 5.20 × 10⁻³ nm⁻², or 5.20 × 10¹¹ cm⁻².

The largest error in V, measured against the converged potential, falls from 152 meV to 1.70, 0.118 and 0.0096 meV in three cycles. Later it falls from 6.03 × 10⁻⁶ to 5.22 × 10⁻⁷ meV, a factor of 0.0865. The largest eigenvalue of M, found by building X from the pair formula and diagonalizing, is 0.0866.

For the naive cycle s = 10.63, so mixing is stable for α < 2/11.63 = 0.172. The choice α = 2/12.63 = 0.158 has the predicted factor 10.63/12.63 = 0.842. It needs 109 cycles to reach an error of 10⁻⁶ meV, against 7 for the predictor-corrector scheme. The single-Newton-step variant needs 8. Most of the gain in this example thus comes from the local screening term, not from solving the predictor equation fully.

Sine waves that vanish at the planes show the division of labour at 77 K. Each ratio below compares the quadratic forms of the named operators:

wavelength 200 nm: X/D = 0.999, D/K = 9.84
wavelength 20 nm: X/D = 0.70, D/K = 0.057
wavelength 4 nm: X/D = 0.02, D/K = 0.002

The 200 nm ratio is so close to 1 partly because the electrons lie near z = 50 nm, where this sine is flat. At 4 nm the model overestimates the response more than 40 times, yet (D − X)/(K + D) is 0.002. None of these sines is the slowest mode of M: their values of (D − X)/(K + D) are 0.0006, 0.017 and 0.002, well below 0.0866.

Temperature changes the rate. The largest eigenvalue of M is 0.244 at 4 K, 0.087 at 77 K and 0.029 at 300 K, with 10, 7 and 5 cycles to 10⁻⁶ meV. For two levels a distance Δ apart, the trapezoid value differs from the mean by g f″Δ²/12, with f″ taken at some energy between them. Since |f(1 − f)(1 − 2f)| is bounded, the bound on this error falls as 1/(kT)². This is only a bound: for a pair far from μ the error can grow with temperature, and the levels and D change with temperature too. The trend above is therefore a computed result for this well, not a derived one.

At 4 K the largest ratio of mean to trapezoid value, over pairs of non-negligible weight, is 1.157. Some pairs are thus underestimated, and the argument above with 1.157 in place of 2 allows λ down to about −0.157. The computed spectrum nevertheless starts at zero to four decimals: in this well, overestimation governs the convergence.

**What the proof needs**

The factor 2 rests on −N′ being a decreasing function of energy. A quantum wire, with one free direction, lacks this property. At zero temperature its N is proportional to √(μ − E), and −N′ grows as E rises towards μ. For one level a distance a below μ and another just above it, the mean of −N′ is √a/a = 1/√a. The trapezoid value is ½ · 1/(2√a) = 1/(4√a), and the ratio is 4. At finite temperature, with levels at μ − 100kT and μ + 10kT, numerical integration over the wire's wave number gives 3.63. The guarantee is then lost, although this alone does not make the iteration diverge: K, and the other pairs that u couples, also enter λ.

The proof also uses fixed μ, a uniform mass and a purely electrostatic feedback. An exchange-correlation potential adds a further response to the cycle, which the bound on X does not cover.
